# Vineyard's Harmonic Rate for Defect Migration

## Definitions and conventions

A defect and the host atoms that move with it have $N$ coordinates $r_i$ with masses $m_i$ and potential energy $V(r)$. The defect sits at a minimum of energy $V_0$. It leaves through one saddle of energy $V_s$, which has one direction of negative curvature. The barrier is $\Delta V=V_s-V_0$, and $\beta=1/k_BT$.

Mass-weighted coordinates $Q_i=\sqrt{m_i}\,r_i$ have velocities $P_i=\dot Q_i$, so the energy is

$$H=\tfrac12\sum_i P_i^2+V .$$

With $K_{ij}=\partial^2V/\partial r_i\partial r_j$, the matrix of second derivatives in $Q$ is

$$D_{ij}=\frac{K_{ij}}{\sqrt{m_im_j}} .$$

Its eigenvalues at the minimum are $\omega_i^2>0$. At the saddle they are $-\omega_b^2$ and $N-1$ positive values $\omega_j'^2$. Ordinary frequencies are $\nu=\omega/2\pi$. The subscripts 0 and $s$ on $K$ and $D$ mean minimum and saddle.

The result to be derived is the harmonic rate through this one exit, called the Vineyard rate below,

$$k=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu_j'}\;e^{-\beta\Delta V}. \tag{1}$$

It assumes classical nuclei on one energy surface, thermal equilibrium inside the well, $\beta\Delta V\gg1$, a harmonic potential near both stationary points, and no return after the crossing. The coordinates contain no free translation at first; that case is treated below.

## The rate as a flux

Let a surface $S$ through the saddle separate the initial well from the next one, with unit normal $n$ pointing outwards. During a short time $dt$, a state with normal velocity $P_n>0$ crosses if it lies within $P_n\,dt$ of $S$. Dividing the equilibrium number of crossings per unit time by the population of the well gives

$$k=\frac{\int_S dS\int dP\;P_n\,\theta(P_n)\,e^{-\beta H}}{\int_{\rm well}dQ\int dP\;e^{-\beta H}},$$

where $\theta$ is the unit step. The Boltzmann factor separates into a velocity part and a position part. The $N-1$ velocity integrals tangential to $S$ cancel, and the normal one leaves

$$\frac{\int_0^\infty P\,e^{-\beta P^2/2}dP}{\int_{-\infty}^{\infty}e^{-\beta P^2/2}dP}=\frac{1/\beta}{\sqrt{2\pi/\beta}}=\sqrt{\frac{k_BT}{2\pi}} .$$

Hence

$$k=\sqrt{\frac{k_BT}{2\pi}}\;\frac{\int_S e^{-\beta V}dS}{\int_{\rm well}e^{-\beta V}dQ}. \tag{2}$$

This is still anharmonic. It counts every outward crossing as a completed hop, so for classical motion recrossing can only make the true rate smaller.

## The two Gaussian integrals

Near the minimum, normal coordinates $q_i$ give $V=V_0+\frac12\sum_i\omega_i^2q_i^2$. The change from $Q$ to $q$ is a rotation, so volumes are unchanged. Because $\beta\Delta V\gg1$, the integrand is negligible at the edge of the well and the limits may be extended to infinity:

$$\int_{\rm well}e^{-\beta V}dQ=e^{-\beta V_0}\prod_{i=1}^{N}\frac{\sqrt{2\pi k_BT}}{\omega_i}.$$

Near the saddle,

$$V=V_s-\tfrac12\omega_b^2q_b^2+\tfrac12\sum_{j=1}^{N-1}\omega_j'^2q_j'^2 .$$

Take $S$ to be the plane $q_b=0$, which is spanned by the stable modes. The unstable term then vanishes on $S$, and

$$\int_S e^{-\beta V}dS=e^{-\beta V_s}\prod_{j=1}^{N-1}\frac{\sqrt{2\pi k_BT}}{\omega_j'}.$$

The quotient contains one more factor $\sqrt{2\pi k_BT}$ below than above. Equation (2) becomes

$$k=\sqrt{\frac{k_BT}{2\pi}}\,\frac{1}{\sqrt{2\pi k_BT}}\,\frac{\prod_i\omega_i}{\prod_j\omega_j'}\,e^{-\beta\Delta V}
=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j'}\,e^{-\beta\Delta V}.$$

With $\omega=2\pi\nu$, the products supply $(2\pi)^N/(2\pi)^{N-1}=2\pi$, which cancels the prefactor $1/2\pi$. This is equation (1).

**Partition-function form.** A classical oscillator has

$$z=\frac1h\int dq\,dp\,e^{-\beta(p^2+\omega^2q^2)/2}=\frac{2\pi k_BT}{h\omega}=\frac{k_BT}{h\nu}.$$

Let $Z=\prod_i k_BT/h\nu_i$ at the minimum and $Z'=\prod_j k_BT/h\nu_j'$ for the stable saddle modes. Then

$$\frac{k_BT}{h}\frac{Z'}{Z}e^{-\beta\Delta V}
=\frac{k_BT}{h}\,\frac{h}{k_BT}\,\frac{\prod_i\nu_i}{\prod_j\nu_j'}\,e^{-\beta\Delta V},$$

which is equation (1) again. Planck's constant cancels, as it must in a classical rate.

**Simple cases.** For $N=1$ the lower product is empty and $k=\nu e^{-\beta\Delta V}$: one attempt per oscillation. The same follows if the host modes are uncoupled from the hop and keep their frequencies. A host mode that is stiffer at the saddle lowers the prefactor, because the gate through which the defect passes is then narrower.

## Why the stable-mode plane

Consider another plane through the saddle with unit normal $n$, and let $D_n$ be $D_s$ restricted to it. In an orthonormal basis whose first vector is $n$, the first diagonal element of $D_s^{-1}$ is a cofactor divided by the determinant:

$$n^TD_s^{-1}n=\frac{\det D_n}{\det D_s}.$$

Let $n_b$ and $n_j$ be the components of $n$ along the saddle modes. Since $\det D_s=-\omega_b^2\prod_j\omega_j'^2$,

$$\det D_n=\prod_j\omega_j'^2\left(n_b^2-\sum_j\frac{\omega_b^2}{\omega_j'^2}\,n_j^2\right)\le\prod_j\omega_j'^2, \tag{3}$$

with equality for $n_b^2=1$. The harmonic flux is proportional to $1/\sqrt{\det D_n}$, so the plane normal to the unstable mode gives the smallest flux. The bracket must be positive; otherwise the harmonic energy does not rise along some direction in the plane and the Gaussian integral diverges.

The dynamics agrees with this choice. In the harmonic saddle region $\ddot q_b=\omega_b^2q_b$. A trajectory that starts at $q_b=0$ with velocity $P_b>0$ follows $q_b=(P_b/\omega_b)\sinh\omega_bt$ and never returns. Crossings of a tilted plane can be undone by motion in the stable modes.

## How the masses enter

The definition of $D$ gives $\det D=\det K/\prod_i m_i$. Therefore

$$\prod_i\omega_i=\sqrt{\frac{\det K_0}{\prod_i m_i}},\qquad
\omega_b\prod_j\omega_j'=\sqrt{\frac{|\det K_s|}{\prod_i m_i}}.$$

Division removes the masses:

$$\frac{\prod_i\nu_i}{\prod_j\nu_j'}=\nu_b\sqrt{\frac{\det K_0}{|\det K_s|}},\qquad \nu_b=\frac{\omega_b}{2\pi}. \tag{4}$$

The masses act through the unstable frequency alone. Equation (4) also serves as a check on a frequency calculation, since it needs one frequency and two determinants.

**Free translation.** A periodic supercell of $n_a$ atoms has three zero frequencies at both stationary points. The corresponding mass-weighted directions are the same at both, and they lie in $S$ because the unstable mode is orthogonal to them. Their integrals cover the same volume and cancel. The products then run over $3n_a-3$ and $3n_a-4$ modes. In equation (4), each determinant is then replaced by the product of the nonzero eigenvalues of $K$. Both Hessians must contain the same atoms.

## Worked example

The model has three coordinates: the defect position $x$, the opening $b$ of the host gate, and its tilt $w$. With $s=\sin^2(\pi x/a)$,

$$V=E_0s+\tfrac12k_b(1+\eta s)b^2-gbs+\tfrac12k_ww^2-fw\sin\frac{2\pi x}{a}.$$

The parameters are $a=0.30$ nm, $E_0=1.40$ eV, $\eta=0.30$, $k_b=1000$ and $k_w=800$ eV/nm², $g=20$ and $f=15$ eV/nm. The defect mass is 12 u and both host masses are 28 u.

The minimum is at $x=b=w=0$ with $V_0=0$. The saddle is at $x=a/2$, $w=0$. There $s=1$, and $\partial V/\partial b=0$ gives $b=g/[k_b(1+\eta)]=20/1300=0.0154$ nm. Inserting this,

$$\Delta V=E_0-\frac{g^2}{2k_b(1+\eta)}=1.40-\frac{400}{2600}=1.246\ \text{eV}.$$

**Force constants.** At both points $ds/dx=0$, so $b$ decouples. The second derivative of $s$ is $\pm2\pi^2/a^2=\pm219.3$ nm$^{-2}$, positive at the minimum. In eV/nm²:

- Minimum: $K_{xx}=219.3\times1.40=307.1$, $K_{xw}=-2\pi f/a=-314.2$, $K_{ww}=800$, $K_{bb}=1000$.
- Saddle: $K_{xx}=-219.3\,(E_0+\frac12k_b\eta b^2-gb)=-219.3\times1.128=-247.4$, $K_{xw}=+314.2$, $K_{ww}=800$, $K_{bb}=1300$.

**Frequencies.** An eigenvalue of 1 eV nm$^{-2}$u$^{-1}$ corresponds to $\nu=1.563$ THz. The gate opening gives $1.563\sqrt{1000/28}=9.34$ THz at the minimum and $1.563\sqrt{1300/28}=10.65$ THz at the saddle. The $x,w$ block at the saddle has diagonal elements $-247.4/12=-20.61$ and $800/28=28.57$, and off-diagonal element $314.2/\sqrt{12\times28}=17.14$. Its eigenvalues are

$$3.98\pm\sqrt{24.59^2+17.14^2}=33.95\ \text{and}\ -26.00,$$

or 9.11 THz and an unstable frequency of modulus 7.97 THz. The same steps at the minimum give 4.91 and 10.40 THz.

**Prefactor.** From equation (1),

$$\frac{4.913\times9.343\times10.403}{9.110\times10.652}=4.92\ \text{THz}.$$

Equation (4), with the determinant ratio 0.3811, gives $7.971\sqrt{0.3811}=4.92$ THz.

**Rates.** At 1000 K, $\beta\Delta V=14.461$ and

$$k=4.921\times10^{12}\,e^{-14.461}=2.58\times10^6\ \text{s}^{-1}.$$

At 450 K, $\beta\Delta V=32.136$ and $k=0.0544$ s$^{-1}$. The well has two equivalent exits, so the mean residence time is $1/(2k)$: 0.194 µs at 1000 K and 9.2 s at 450 K.

**Mass dependence.** Doubling the defect mass, with the potential and host masses fixed, multiplies the prefactor by 0.728 and not by $1/\sqrt2=0.707$. The reason is that the host shares in the unstable motion. Let $e$ be the normalized unstable eigenvector. A small change of the defect mass $m$ changes $D_s$ by $-\frac12(dm/m)(\Pi D_s+D_s\Pi)$, where $\Pi$ projects on $x$. First-order perturbation theory then gives

$$\frac{d\ln\omega_b}{d\ln m}=-\tfrac12e_x^2=-\tfrac12(0.954)^2=-0.455 .$$

With this exponent held constant, the factor would be $2^{-0.455}=0.7295$, against the computed 0.7279. The small remainder arises because $e_x$ changes with mass.

## Corrections within the model

**Anharmonicity.** Thermal displacements scale as $\sqrt T$. A cubic term in $V$ averages to zero at first order by symmetry. Its square, divided by $(k_BT)^2$, and a quartic term, divided by $k_BT$, both contribute in proportion to $T$. The integrals in equation (2), evaluated with the full potential on the stable-mode plane, exceed the harmonic rate by 0.064% at 40 K and 0.127% at 80 K. Linear extrapolation to zero temperature gives a ratio of 1.00001, which tests the harmonic limit. These are classical integrals; 40 K is used as a mathematical limit, not as a physical prediction. The excess is 0.6% at 450 K and 1.2% at 1000 K.

**Recrossing.** The unstable mode has mass-weighted components 0.954 along $x$ and $-0.300$ along $w$. The plane $x=a/2$ is therefore tilted from the stable-mode plane. Its normal has $n_b=0.954$ and a component 0.300 along the 9.11 THz mode. Equation (3) gives the flux excess

$$\left[0.954^2-\left(\frac{7.971}{9.110}\right)^2 0.300^2\right]^{-1/2}=1.09 .$$

Classical trajectories in the full potential at 1000 K, from 40,000 pairs of opposite starting velocities followed for 90 fs, give the net fraction of the flux that is beyond the saddle at that time. It is 0.919 for the plane $x=a/2$ and 1.000 for the stable-mode plane. Multiplied by their own full fluxes, these give 1.013 and 1.012 times the Vineyard rate. Two different planes thus lead to the same corrected rate, within the 2% allowed for sampling noise and finite duration. This correction covers only the first passage of the saddle region. The model has no bath to remove the defect's energy, so at later times the defect can cross the next well and return; the short-time fraction is the transmission factor only if the defect loses its energy before that happens. An implementer who uses a geometric plane in place of the stable-mode plane must include the transmission factor.

**Quantum nuclei.** For a stable mode, the sum over levels replaces $k_BT/\hbar\omega$ by

$$\sum_{n=0}^\infty e^{-\beta\hbar\omega(n+1/2)}=\frac1{2\sinh(\beta\hbar\omega/2)}.$$

For the unstable mode, let $\epsilon=E/\hbar\omega_b$ be the energy relative to the barrier top. In scaled form the wave equation is $\psi''+(z^2+2\epsilon)\psi=0$. The transmitted wave at large positive $z$ is $t\,z^{i\epsilon-1/2}e^{iz^2/2}$. It decays for $0<\arg z<\pi/2$ and grows in the adjoining sector $\pi/2<\arg z<\pi$, where this term dominates the solution and keeps its coefficient. On the negative real axis a second term, the incident wave $\propto e^{-iz^2/2}$, which was negligible inside that sector, is of comparable size. The continued term is there the reflected wave, with amplitude ratio $|(e^{i\pi})^{i\epsilon-1/2}|=e^{-\pi\epsilon}$. With $|r|^2=|t|^2e^{-2\pi\epsilon}$ and $|r|^2+|t|^2=1$, the transmission is $1/(1+e^{-2\pi\epsilon})$.

Set $x_b=\beta\hbar\omega_b$, $y=\beta E$ and $u=e^{-2\pi y/x_b}$. The thermal average, which is 1 for a classical step, is

$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/x_b}}
=\frac{x_b}{2\pi}\int_0^\infty\frac{u^{x_b/2\pi-1}}{1+u}\,du
=\frac{x_b/2}{\sin(x_b/2)} .$$

It converges for $x_b<2\pi$, that is, above $T_c=\hbar\omega_b/2\pi k_B$, which is 61 K here. Near and below $T_c$ the parabolic barrier is no longer adequate.

Using $\ln(\sinh y/y)\approx y^2/6$ and $\ln(y/\sin y)\approx y^2/6$ with $y=\beta\hbar\omega/2$, the quantum-to-classical ratio $R$ obeys

$$\ln R\approx\frac{\beta^2\hbar^2}{24}\Big(\sum_i\omega_i^2-\sum_j\omega_j'^2+\omega_b^2\Big)
=\frac{\hbar^2(\operatorname{Tr}D_0-\operatorname{Tr}D_s)}{24k_B^2T^2}.$$

This is 0.0083 at 1000 K. The full harmonic expression gives $R=1.008$ there and 1.042 at 450 K.

**Electric field.** A field of 2 MV/cm acting on a unit positive charge is a force $F=0.2$ eV/nm along $x$. To first order it lowers the forward barrier by $Fa/2=0.0300$ eV. Relaxation also lowers the minimum by $F^2/2\kappa_0$ and raises the saddle by $F^2/2\kappa_s$. Here $\kappa_0$ and $\kappa_s$ are the magnitudes of the curvature along $x$ after $w$ has relaxed:

$$\kappa_0=307.1-\frac{314.2^2}{800}=183.7,\qquad \kappa_s=247.4+\frac{314.2^2}{800}=370.8\ \text{eV/nm}^2 .$$

The two shifts add to 0.00016 eV, so the net reduction is 0.0298 eV, as full relaxation also gives. The prefactor stays at 4.92 THz. The forward rate rises by a factor 1.41 at 1000 K and 2.16 at 450 K.

## Comparison with a real device material

The masses and the barrier scale resemble, roughly, a carbon interstitial in silicon carbide, for which barriers of order 1 eV are reasonable. The potential is not a computed silicon carbide surface. Lattice frequencies in that material reach roughly 30 THz, so the model's 5 to 11 THz are on the soft side. Doubling every frequency at fixed barrier would double the prefactor. It would also multiply $\ln R$ by four at leading order, which makes the quantum correction at 450 K about 18% instead of 4%.

An operating device can break the assumption of one fixed energy surface: trapping a carrier changes the defect's charge state and can thereby change the barrier. A barrier lower by 0.1 eV, with the prefactor fixed, raises the rate 13-fold at 450 K and 3.2-fold at 1000 K. The field of 2 MV/cm is near the rough breakdown scale of silicon carbide, so its factor of 2.16 belongs to the most highly stressed region and to a unit charge. For this model at 450 K, an uncertainty of 0.1 eV in the barrier outweighs every other correction sized here.

Three modes contain no phonon bath. Friction at the saddle and correlated multiple hops, in which a defect crosses a second barrier before losing its energy, are therefore not sized. The long residence times show that hops are rare, but they do not exclude such sequences. Equation (1) also loses its basis when $\beta\Delta V$ is not large, when a mode is so soft that its thermal motion leaves the harmonic region, or when several saddles lie within about $k_BT$ of one another and are not well separated. Distinct, well-separated saddles are handled by adding their rates.

The computed values are collected in the numerical output below.

## Computed results

```
Masses, defect and host: 12, 28 u
Site spacing a: 0.30 nm
E0: 1.40 eV; eta: 0.30
kb, kw: 1000, 800 eV/nm^2
g, f: 20, 15 eV/nm
Saddle x, b: 0.1500, 0.01538 nm
Barrier: 1.2462 eV
Frequencies at minimum: 4.913, 9.343, 10.403 THz
Stable frequencies at saddle: 9.110, 10.652 THz
Unstable frequency (modulus): 7.971 THz
Unstable mode (x, b, w), mass-weighted: 0.9540, 0.0000, -0.2997
det K ratio, minimum/|saddle|: 0.3811
Vineyard prefactor: 4.921 THz
Prefactor ratio, defect mass doubled: 0.7279
Full/harmonic rate at 40 K: 1.00064
Full/harmonic rate at 80 K: 1.00127
Full/harmonic rate, extrapolated to 0 K: 1.00001
--- T = 1000 K, kT = 0.08617 eV
Barrier/kT: 14.461
Vineyard rate per exit: 2.5805e+06 1/s
Mean residence time, two exits: 1.9376e-07 s
Full/harmonic classical flux: 1.0122
Quantum/classical harmonic rate: 1.0084
Rate factor of the field, forward hop: 1.414
Rate factor of a 0.1 eV lower barrier: 3.191
--- T = 450 K, kT = 0.03878 eV
Barrier/kT: 32.136
Vineyard rate per exit: 5.4417e-02 1/s
Mean residence time, two exits: 9.1883e+00 s
Full/harmonic classical flux: 1.0064
Quantum/classical harmonic rate: 1.0421
Rate factor of the field, forward hop: 2.159
Rate factor of a 0.1 eV lower barrier: 13.181
--- Recrossing at 1000 K
Transmission, stable-mode plane: 1.000
Transmission, plane x = a/2: 0.919
Flux/Vineyard, plane x = a/2: 1.1026
Harmonic flux excess of plane x = a/2: 1.0901
Corrected/Vineyard, stable-mode plane: 1.012
Corrected/Vineyard, plane x = a/2: 1.013
--- Quantum and field data
Crossover temperature: 60.9 K
Leading log of quantum factor, 1000 K: 0.00832
Field: 2.0 MV/cm; barrier drop: 0.02984 eV
Prefactor in the field: 4.921 THz
```
